# Finding the Fermi level from charge neutrality in multivalent-doped semiconductors: verification in Python

```python
# Result under test: the charge density
#   Q(mu) = p - n + sum_d N_d <q>_d
# falls strictly with the Fermi level mu, and its only zero is found safely by
# bisection on the sign of L = ln P - ln M, where Q = P - M and P, M > 0.
# n, p: electron and hole densities of parabolic bands; N_d: dopant density;
# q: integer charge of a dopant state with energy E_q and degeneracy g_q;
# its weight is g_q exp(-(E_q + q mu)/kT). Energies in eV from the valence edge,
# lengths in angstrom. Dopant densities are integer multiples of UNIT.
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, zeta

KB = const.k / const.e
HBAR2_M = const.hbar**2 / (const.m_e * const.e) * 1e20   # eV angstrom^2
UNIT = 1e-9                                              # angstrom^-3
GAP, MASS_C, MASS_V = 3.0, 0.3, 1.0

STEP = 0.05
Y = STEP * np.arange(1, 181)
Y2 = Y**2
TRAPEZOID = 4 * STEP / math.sqrt(math.pi) * Y2 * np.exp(-Y2)
ORDER = np.arange(1, 13)
SOMMERFELD = (2 * (1 - 2.0**(1 - 2 * ORDER)) * zeta(2 * ORDER)
              * gamma(2.5) / gamma(2.5 - 2 * ORDER))


def log_fermi(eta):
    """ln F_1/2(eta), normalized so that F -> exp(eta) for eta -> -infinity."""
    if eta <= 30:
        return eta + math.log(np.sum(TRAPEZOID / (1 + np.exp(eta - Y2))))
    tail = float(np.sum(SOMMERFELD * float(eta)**(-2.0 * ORDER)))
    return 1.5 * math.log(eta) - math.log(gamma(2.5)) + math.log1p(tail)


def band_density(mass, kT):
    """Effective density of states in multiples of UNIT."""
    return 2 * (mass * kT / (2 * math.pi * HBAR2_M))**1.5 / UNIT


def log_carriers(mu, kT):
    ln_n = math.log(band_density(MASS_C, kT)) + log_fermi((mu - GAP) / kT)
    ln_p = math.log(band_density(MASS_V, kT)) + log_fermi(-mu / kT)
    return ln_n, ln_p


def make_dopant(number, top_charge, levels, degeneracies):
    """levels: transition levels (q/q-1), starting from the top charge."""
    charges = top_charge - np.arange(len(levels) + 1)
    energies = np.concatenate(([0.0], np.cumsum(levels)))
    return int(number), charges, energies, np.array(degeneracies, float)


def log_probabilities(dopant, mu, kT):
    _, q, energy, g = dopant
    a = np.log(g) - (energy + q * mu) / kT
    a = a - a.max()
    return a - math.log(np.sum(np.exp(a)))


def log_balance(mu, kT, dopants, neutral_reference=False):
    """L = ln P - ln M, with integer reference charges summed exactly."""
    ln_n, ln_p = log_carriers(mu, kT)
    plus, minus, constant = [ln_p], [ln_n], 0
    for dopant in dopants:
        number, q, _, _ = dopant
        lp = log_probabilities(dopant, mu, kT)
        s = 0 if neutral_reference else int(q[np.argmax(lp)])
        constant += number * s
        for charge, value in zip(q, lp):
            if charge > s:
                plus.append(math.log(number * int(charge - s)) + value)
            elif charge < s:
                minus.append(math.log(number * int(s - charge)) + value)
    if constant > 0:
        plus.append(math.log(constant))
    elif constant < 0:
        minus.append(math.log(-constant))
    return float(np.logaddexp.reduce(plus) - np.logaddexp.reduce(minus))


def bracket(kT, dopants):
    nc, nv = band_density(MASS_C, kT), band_density(MASS_V, kT)
    most_plus = sum(d[0] * max(int(d[1].max()), 0) for d in dopants)
    most_minus = sum(d[0] * max(-int(d[1].min()), 0) for d in dopants)
    c = 1.5 * math.sqrt(math.pi)
    return (-kT * (c * (most_minus + nc) / nv)**(2 / 3),
            GAP + kT * (c * (most_plus + nv) / nc)**(2 / 3))


def solve(kT, dopants):
    lo, hi = bracket(kT, dopants)
    assert log_balance(lo, kT, dopants) > 0 > log_balance(hi, kT, dopants)
    width = 4 * np.finfo(float).eps * max(abs(lo), abs(hi))
    count = 0
    while hi - lo > width:
        mid = 0.5 * (lo + hi)
        if log_balance(mid, kT, dopants) > 0:
            lo = mid
        else:
            hi = mid
        count += 1
    return 0.5 * (lo + hi), count


def mean_charge(dopant, mu, kT):
    return float(np.sum(dopant[1] * np.exp(log_probabilities(dopant, mu, kT))))


def ordinary_residual(mu, kT, dopants):
    ln_n, ln_p = log_carriers(mu, kT)
    return (math.exp(ln_p) - math.exp(ln_n)
            + sum(d[0] * mean_charge(d, mu, kT) for d in dopants))


def direct_residual(mu, kT, dopants):
    """Definition of Q in multiprecision; bands by their fugacity series."""
    t = mp.mpf(kT)
    total = mp.mpf(0)
    for number, q, energy, g in dopants:
        w = [mp.mpf(float(gi)) * mp.exp(-(mp.mpf(float(e)) + int(c) * mu) / t)
             for c, e, gi in zip(q, energy, g)]
        total += number * sum(int(c) * x for c, x in zip(q, w)) / sum(w)
    for sign, mass, eta in ((-1, MASS_C, (mu - GAP) / t), (1, MASS_V, -mu / t)):
        assert eta < -1
        z = mp.exp(eta)
        power, series = z, mp.mpf(0)
        for k in range(1, 61):
            series += (-1)**(k + 1) * power / (k * mp.sqrt(k))
            power *= z
        total += sign * mp.mpf(band_density(mass, kT)) * series
    return total


def check_root(mu, kT, dopants):
    """Q must change sign within one billionth of kT around the root."""
    digits = int(0.5 * GAP / kT / math.log(10)) + 60
    with mp.workdps(digits):
        delta = mp.mpf(kT) * mp.mpf(10)**(-9)
        assert direct_residual(mp.mpf(mu) - delta, kT, dopants) > 0
        assert direct_residual(mp.mpf(mu) + delta, kT, dopants) < 0
    return digits


# Fermi integral against quadrature of its definition
worst = 0.0
with mp.workdps(22):
    for eta in (-40.0, -3.0, 0.0, 5.0, 29.9, 30.1, 200.0):
        scale = min(eta, 0.0)
        points = list(range(0, int(max(eta, 0)) + 66, 5))
        value = mp.quad(lambda x: mp.sqrt(x) * mp.exp(-scale)
                        / (1 + mp.exp(x - eta)), points)
        exact_log = scale + mp.log(2 * value / mp.sqrt(mp.pi))
        worst = max(worst, abs(float(exact_log - log_fermi(eta))))
assert worst < 1e-12

# Lower bound on the logarithmic slope of a band density
band_ratio = min((log_fermi(e + 1e-3) - log_fermi(e - 1e-3)) / 2e-3
                 * (2 + max(e, 0)) for e in np.linspace(-30, 300, 331))
assert band_ratio > 1

# Random multivalent dopants, kT = 1: variance identity and slope bounds
rng = np.random.default_rng(7)
h, tested, variance_error, dopant_ratio = 1e-4, 0, 0.0, np.inf
for _ in range(400):
    m = int(rng.integers(2, 6))
    d = make_dopant(1, int(rng.integers(0, m)), rng.normal(0, 3, m - 1),
                    rng.integers(1, 7, m))
    mu = rng.normal(0, 3)
    prob = np.exp(log_probabilities(d, mu, 1.0))
    q = d[1]
    variance = np.sum(prob * q**2) - np.sum(prob * q)**2
    slope = (mean_charge(d, mu + h, 1.0) - mean_charge(d, mu - h, 1.0)) / (2 * h)
    variance_error = max(variance_error, abs(slope + variance))
    s = q[np.argmax(prob)]
    up = np.exp(log_probabilities(d, mu + h, 1.0))
    down = np.exp(log_probabilities(d, mu - h, 1.0))
    for direction in (1, -1):
        part = np.maximum(direction * (s - q), 0)
        if part.any():
            rate = direction * math.log(np.sum(part * up)
                                        / np.sum(part * down)) / (2 * h)
            dopant_ratio = min(dopant_ratio, rate / prob.max())
            tested += 1
assert variance_error < 1e-6
assert dopant_ratio > 1 - 1e-6 and tested > 400

# The model dopants: double donor, double acceptor, negative-U centre
DONOR_LEVELS = [2.80, 2.95]      # (2+/+), (+/0)
ACCEPTOR_LEVELS = [0.15, 0.30]   # (0/-), (-/2-)
CENTRE_LEVELS = [1.70, 1.30]     # (+/0), (0/-)


def model(donors, acceptors, centres):
    return [make_dopant(donors, 2, DONOR_LEVELS, [1, 2, 1]),
            make_dopant(acceptors, 0, ACCEPTOR_LEVELS, [1, 2, 1]),
            make_dopant(centres, 1, CENTRE_LEVELS, [1, 2, 1])]


CASES = {"A": model(40, 25, 10), "B": model(40, 30, 20)}


# Full slope of Q: finite difference against variances and band integrals
def band_integral(mass, x, kT, derivative):
    prefactor = (2 * mass / HBAR2_M)**1.5 / (2 * math.pi**2) / UNIT

    def integrand(t):
        f = 1 / (1 + math.exp((t * t - x) / kT))
        return 2 * t * t * f * ((1 - f) / kT if derivative else 1)
    top = math.sqrt(max(x, 0) + 45 * kT)
    return prefactor * quad(integrand, 0, top, epsabs=0, epsrel=1e-10)[0]


kT, mu, h = KB * 1000, 1.6, 1e-4
ln_n, ln_p = log_carriers(mu, kT)
assert abs(band_integral(MASS_C, mu - GAP, kT, False) / math.exp(ln_n) - 1) < 1e-8
assert abs(band_integral(MASS_V, -mu, kT, False) / math.exp(ln_p) - 1) < 1e-8
formula = -(band_integral(MASS_C, mu - GAP, kT, True)
            + band_integral(MASS_V, -mu, kT, True))
for d in CASES["A"]:
    prob = np.exp(log_probabilities(d, mu, kT))
    formula -= d[0] * (np.sum(prob * d[1]**2) - np.sum(prob * d[1])**2) / kT
numeric = (ordinary_residual(mu + h, kT, CASES["A"])
           - ordinary_residual(mu - h, kT, CASES["A"])) / (2 * h)
assert formula < 0 and abs(numeric / formula - 1) < 1e-5

print(f"gap {GAP:.2f} eV; masses {MASS_C} (c), {MASS_V} (v) m_e")
print("donor levels (2+/+),(+/0) [eV]:", DONOR_LEVELS)
print("acceptor levels (0/-),(-/2-) [eV]:", ACCEPTOR_LEVELS)
print("centre levels (+/0),(0/-) [eV]:", CENTRE_LEVELS)
print("degeneracies, top charge first:", CASES["A"][0][3].astype(int).tolist())
print(f"density unit {UNIT:.0e} A^-3 = {UNIT * 1e24:.0e} cm^-3")
print(f"max error of ln F_1/2: {worst:.1e}")
print(f"band slope / lower bound, minimum: {band_ratio:.4f}")
print(f"dopant slope / lower bound, minimum: {dopant_ratio:.6f}")
print(f"dQ/dmu, A, 1000 K, mu={mu} eV [units/eV]:")
print(f"  difference {numeric:.5f}, formula {formula:.5f}")

roots, counts, slope_ratio, max_digits = {}, [], np.inf, 0
for name, dopants in CASES.items():
    print(f"case {name}: N donor, acceptor, centre [units]:",
          [d[0] for d in dopants])
    print("T[K] mu[eV] log10(n A^3) log10(p A^3) <q>: D A X")
    for T in (1, 10, 100, 300, 1000, 2400):
        kT = KB * T
        mu, count = solve(kT, dopants)
        roots[name, T] = mu
        counts.append(count)
        max_digits = max(max_digits, check_root(mu, kT, dopants))
        step = 1e-3 * kT
        slope = (log_balance(mu - step, kT, dopants)
                 - log_balance(mu + step, kT, dopants)) / (2 * step)
        scale = max(3 * kT, 2 * kT + max(mu - GAP, -mu, 0))
        slope_ratio = min(slope_ratio, slope * scale)
        logs = [(x + math.log(UNIT)) / math.log(10) for x in log_carriers(mu, kT)]
        charges = " ".join(f"{mean_charge(d, mu, kT):.4f}" for d in dopants)
        print(f"{T} {mu:.6f} {logs[0]:.3f} {logs[1]:.3f} {charges}")
assert slope_ratio > 1 - 1e-3
print(f"slope of L / lower bound, minimum: {slope_ratio:.4f}")
print(f"bisection steps: {min(counts)} to {max(counts)}")
print(f"most digits used in direct check: {max_digits}")

# Low-temperature limits
kT = KB
limit_a = DONOR_LEVELS[0] - kT * math.log(2)
limit_b = (0.5 * (DONOR_LEVELS[0] + CENTRE_LEVELS[1])
           + 0.5 * kT * math.log(CASES["B"][2][0] / CASES["B"][0][0]))
assert abs(roots["A", 1] - limit_a) < 1e-12
assert abs(roots["B", 1] - limit_b) < 1e-12
print(f"kT at 1 K: {kT:.6e} eV")
print(f"1 K limits A, B: {limit_a:.6f}, {limit_b:.6f} eV")
lo, hi = bracket(kT, CASES["B"])
print(f"bracket B, 1 K: {lo:.6f} to {hi:.6f} eV")

# Failure of the ordinary residual and of a neutral reference at compensation
grid = np.linspace(0, GAP, 3001)
flat = np.array([ordinary_residual(x, kT, CASES["B"]) == 0 for x in grid])
zeros = grid[flat]
assert len(zeros) > 1000 and zeros[0] < roots["B", 1] < zeros[-1]
assert np.all(np.diff(np.flatnonzero(flat)) == 1)
print(f"ordinary Q exactly 0, B, 1 K: {zeros[0]:.3f} to {zeros[-1]:.3f} eV")
for x, sign in ((1.8, 1), (2.3, -1)):
    neutral = log_balance(x, kT, CASES["B"], neutral_reference=True)
    adaptive = log_balance(x, kT, CASES["B"])
    assert abs(neutral) < 1e-13 and sign * adaptive > 1000
    print(f"L at {x} eV: neutral ref {neutral:.1e}, adaptive {adaptive:.1f}")

# Intrinsic comparison at the highest temperature
kT = KB * 2400
ln_ni = (0.5 * math.log(band_density(MASS_C, kT) * band_density(MASS_V, kT))
         - GAP / (2 * kT))
mu_i = GAP / 2 + 0.75 * kT * math.log(MASS_V / MASS_C)
print(f"2400 K: n_i {math.exp(ln_ni) * UNIT:.4e} A^-3, mu_i {mu_i:.4f} eV")
for name in CASES:
    ln_n, ln_p = log_carriers(roots[name, 2400], kT)
    ratio_n, ratio_p = math.exp(ln_n - ln_ni), math.exp(ln_p - ln_ni)
    assert 0.7 < ratio_n < 1.4 and 0.7 < ratio_p < 1.4
    print(f"  {name}: n/n_i {ratio_n:.4f}, p/n_i {ratio_p:.4f}")

# Degenerate limit: a donor level far inside the conduction band
kT = KB
resonant = [make_dopant(100000, 1, [3.5], [1, 2])]
mu, _ = solve(kT, resonant)
fermi = (HBAR2_M / (2 * MASS_C)
         * (3 * math.pi**2 * resonant[0][0] * UNIT)**(2 / 3))
assert abs(mu - GAP - (fermi - math.pi**2 * kT**2 / (12 * fermi))) < 1e-11
print(f"resonant donor: N {resonant[0][0] * UNIT:.1e} A^-3, level 3.5 eV, 1 K")
print(f"  mu-E_c {mu - GAP:.8f} eV, Fermi energy {fermi:.8f} eV")

# Random dopant sets, many of them exactly compensated
random_sets, compensated = 40, 0
for _ in range(random_sets):
    dopants = []
    for _ in range(int(rng.integers(2, 5))):
        m = int(rng.integers(2, 5))
        dopants.append(make_dopant(10 * int(rng.integers(1, 5)),
                                   int(rng.integers(0, m)),
                                   rng.uniform(0.3, 2.7, m - 1),
                                   rng.integers(1, 5, m)))
    kT = KB * math.exp(rng.uniform(math.log(5), math.log(2000)))
    mu, _ = solve(kT, dopants)
    check_root(mu, kT, dopants)
    reference = sum(d[0] * int(d[1][np.argmax(log_probabilities(d, mu, kT))])
                    for d in dopants)
    compensated += reference == 0
assert compensated > 0
print(f"random sets solved: {random_sets}, with K = 0: {compensated}")
print("all good")
```

Printed output:

```
gap 3.00 eV; masses 0.3 (c), 1.0 (v) m_e
donor levels (2+/+),(+/0) [eV]: [2.8, 2.95]
acceptor levels (0/-),(-/2-) [eV]: [0.15, 0.3]
centre levels (+/0),(0/-) [eV]: [1.7, 1.3]
degeneracies, top charge first: [1, 2, 1]
density unit 1e-09 A^-3 = 1e+15 cm^-3
max error of ln F_1/2: 1.7e-15
band slope / lower bound, minimum: 1.5100
dopant slope / lower bound, minimum: 1.000000
dQ/dmu, A, 1000 K, mu=1.6 eV [units/eV]:
  difference -39.75890, formula -39.75888
case A: N donor, acceptor, centre [units]: [40, 25, 10]
T[K] mu[eV] log10(n A^3) log10(p A^3) <q>: D A X
1 2.799940 -1017.357 -14119.394 1.5000 -2.0000 -1.0000
10 2.799403 -108.697 -1417.653 1.5000 -2.0000 -1.0000
100 2.794027 -16.481 -146.129 1.5000 -2.0000 -1.0000
300 2.779889 -9.082 -51.301 1.5207 -2.0000 -1.0000
1000 2.382491 -7.713 -15.823 1.9845 -2.0000 -1.0000
2400 1.701811 -6.756 -6.819 1.9902 -1.9977 -0.6005
case B: N donor, acceptor, centre [units]: [40, 30, 20]
T[K] mu[eV] log10(n A^3) log10(p A^3) <q>: D A X
1 2.049970 -4797.040 -10339.711 2.0000 -2.0000 -1.0000
10 2.049701 -486.530 -1039.820 2.0000 -2.0000 -1.0000
100 2.047013 -54.129 -108.481 2.0000 -2.0000 -1.0000
300 2.040753 -21.499 -38.884 2.0000 -2.0000 -1.0000
1000 1.876248 -10.264 -13.272 2.0000 -2.0000 -0.9972
2400 1.691955 -6.777 -6.799 1.9906 -1.9976 -0.5792
slope of L / lower bound, minimum: 1.5004
bisection steps: 50 to 51
most digits used in direct check: 7619
kT at 1 K: 8.617333e-05 eV
1 K limits A, B: 2.799940, 2.049970 eV
bracket B, 1 K: -0.001082 to 3.004290 eV
ordinary Q exactly 0, B, 1 K: 1.502 to 2.796 eV
L at 1.8 eV: neutral ref 0.0e+00, adaptive 5801.6
L at 2.3 eV: neutral ref 0.0e+00, adaptive -5803.0
2400 K: n_i 1.6300e-07 A^-3, mu_i 1.6868 eV
  A: n/n_i 1.0748, p/n_i 0.9297
  B: n/n_i 1.0248, p/n_i 0.9751
resonant donor: N 1.0e-04 A^-3, level 3.5 eV, 1 K
  mu-E_c 0.26186793 eV, Fermi energy 0.26186795 eV
random sets solved: 40, with K = 0: 13
all good
```
